# Kato's nuclear cusp condition from the local energy

## One electron and one exponential

Place one electron in the field of a fixed point charge $Z$ at the origin. In Hartree atomic units the Hamiltonian is

$$H=-\tfrac12\nabla^2-\frac Zr .$$

Take the trial function $\psi=e^{-\zeta r}$ with $\zeta>0$. It depends on $r$ alone, so $\nabla^2\psi=\psi''+(2/r)\psi'$. With $\psi'=-\zeta\psi$ and $\psi''=\zeta^2\psi$,

$$\nabla^2\psi=\left(\zeta^2-\frac{2\zeta}{r}\right)\psi .$$

The local energy is defined as $E_L=(H\psi)/\psi$ wherever $\psi\neq0$. Here it is

$$E_L(r)=-\frac{\zeta^2}{2}+\frac{\zeta}{r}-\frac Zr=-\frac{\zeta^2}{2}+\frac{\zeta-Z}{r}.$$

For an eigenfunction, $H\psi=E\psi$, so $E_L$ is the constant $E$ and has no pole. This requires $\zeta=Z$. The kinetic term then supplies $+Z/r$, which cancels the attraction $-Z/r$ point by point.

For $Z=4$ and $\zeta=3.5$ the formula reads $E_L=-6.125-0.5/r$. At $r=0.1$, $0.01$ and $0.001$ bohr it gives $-11.125$, $-56.125$ and $-506.125$ hartree. For $\zeta=4$ the value is $-8$ hartree at all three radii.

The density is proportional to $e^{-2\zeta r}$, so its slope at the nucleus is $-2\zeta n(0)$. With $\zeta=Z$ this becomes

$$\left.\frac{dn}{dr}\right|_{0^+}=-2Z\,n(0).$$

The derivative is one-sided, because $r$ cannot be negative. Along a straight line through the nucleus the density has a kink: it rises with slope $+2Zn(0)$ and falls with slope $-2Zn(0)$.

A wrong cusp does not make the mean energy infinite. The normalized density is $(\zeta^3/\pi)e^{-2\zeta r}$, so

$$\langle 1/r\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=4\zeta^3\,\frac{1}{4\zeta^2}=\zeta ,$$

$$\langle E_L\rangle=-\frac{\zeta^2}{2}+(\zeta-Z)\zeta=-\frac{Z^2}{2}+\frac{(\zeta-Z)^2}{2}.$$

The volume element $r^2dr$ tames the pole. In this model the energy error is quadratic in the cusp error, so a good energy can coexist with a visibly wrong slope.

## One electron without spherical symmetry

An eigenfunction may approach the nucleus differently along different directions. Suppose that near the origin

$$\psi=\psi_0+r f(\theta,\varphi)+\dots,$$

where the Laplacian of the omitted terms is less singular than $1/r$. Split $f$ into parts $f_l$ of definite angular momentum $l$. The angular part of the Laplacian multiplies $f_l$ by $-l(l+1)/r^2$, hence

$$\nabla^2(rf_l)=\frac{f_l}{r^2}\frac{d}{dr}\left(r^2\right)-\frac{l(l+1)}{r^2}\,rf_l=\frac{2-l(l+1)}{r}\,f_l .$$

The factor $2-l(l+1)$ is $2$, $0$, $-4$ for $l=0,1,2$. In $H\psi$, the coefficient of $1/r$ must vanish for each $l$ separately:

- For $l=0$: $-\tfrac12\cdot2f_0-Z\psi_0=0$, so $f_0=-Z\psi_0$.
- For $l=1$: the factor is zero, so there is no restriction. Such a term is a linear function $\mathbf b\cdot\mathbf r$, which is smooth at the origin.
- For $l\ge2$: the factor is nonzero and nothing else can cancel the term, so $f_l=0$.

Therefore $\psi=\psi_0(1-Zr)+\mathbf b\cdot\mathbf r+\dots$. The pole fixes the isotropic slope but not the slope along a chosen direction. Averaging over the sphere removes $\mathbf b\cdot\mathbf r$, which is why the general condition concerns an average.

An eigenstate with $\mathbf b\ne0$ is the equal mixture of hydrogenic $2s$ and $2p_z$. With $a=Z/2$ it is

$$\psi=\mathcal N P e^{-ar},\qquad P=1-ar+az,\qquad \mathcal N^2=\frac{Z^3}{16\pi}.$$

To check that it is an eigenstate, use the product rule:

$$\nabla^2(Pe^{-ar})=e^{-ar}\left[\nabla^2P-2a\,\partial_rP+\left(a^2-\frac{2a}{r}\right)P\right].$$

Here $\nabla^2P=-2a/r$, since $\nabla^2r=2/r$ and $\nabla^2z=0$. Also $\partial_rP=(P-1)/r$, since $P-1$ is proportional to $r$ along a ray. The bracket becomes

$$-\frac{2a}{r}-\frac{2a(P-1)}{r}+a^2P-\frac{2aP}{r}=\left(a^2-\frac{4a}{r}\right)P .$$

Thus $-\tfrac12\nabla^2\psi=(-a^2/2+2a/r)\psi$. Because $2a=Z$, the pole cancels and $E=-a^2/2=-Z^2/8$, which is $-2$ hartree for $Z=4$.

Expanding $e^{-ar}=1-ar+\dots$ gives

$$\psi=\mathcal N\left[1-Zr+\tfrac Z2 r\cos\theta+\dots\right].$$

Squaring doubles the linear coefficient, so the relative density slope along a ray is $-2Z+Z\cos\theta$. For $Z=4$ it is $-4$ bohr$^{-1}$ toward $+z$, $-12$ toward $-z$ and $-8$ across the axis. Finite differences of the density give these values, and the slope of the averaged density is $-8$ bohr$^{-1}$, equal to $-2Z$. A single ray could have suggested a nuclear charge of 2 or 6.

## Replacing the expansion by an integral

The expansion assumed a form for $\psi$. A weaker assumption suffices: $\psi$ is continuous and its gradient is bounded near the nucleus. This is a known regularity property of Coulomb eigenfunctions, and I take it as given.

Denote the average over directions at fixed $r$ by

$$\bar\psi(r)=\frac1{4\pi}\int\psi(r,\theta,\varphi)\,d\Omega .$$

The angular part of the Laplacian is a divergence on the closed surface of the sphere, so its average vanishes. The average of $\nabla^2\psi$ is therefore $r^{-2}(r^2\bar\psi')'$. Since $Z/r$ is constant on the sphere, averaging $H\psi=E\psi$ gives

$$-\frac1{2r^2}(r^2\bar\psi')'-\frac Zr\bar\psi=E\bar\psi .$$

Multiply by $-2r^2$ and rearrange:

$$(r^2\bar\psi')'=-2Zr\bar\psi+r^2g(r),\qquad g=-2E\bar\psi .$$

Integrate from $\varepsilon$ to $r$ and let $\varepsilon\to0$. The lower boundary term $\varepsilon^2\bar\psi'(\varepsilon)$ vanishes because the gradient is bounded. This step excludes solutions that behave as $1/r$, for which the boundary term would survive. The result is

$$r^2\bar\psi'(r)=-2Z\int_0^r s\,\bar\psi(s)\,ds+\int_0^r s^2g(s)\,ds .$$

A bounded gradient implies $\bar\psi(s)=\psi_0+O(s)$, so the first integral is $\psi_0r^2/2+O(r^3)$. If $|g|\le G$, the second is at most $Gr^3/3$ in magnitude. Division by $r^2$ leaves

$$\bar\psi'(r)=-Z\psi_0+O(r).$$

This is the cusp condition for the wavefunction. The energy sits in $g$ and drops out, so ground and excited states obey the same condition.

The integrated equation itself holds at finite radius. For the $2s$–$2p_z$ mixture, $g=(Z^2/4)\bar\psi$. At $r=0.3$ bohr both sides evaluate to $-0.1560554$ bohr$^{-1/2}$, the left from a finite difference and the right from quadrature.

## From the amplitude to the density

The density needs the average of $|\psi|^2$, which is not the square of the average. Write $\psi=\bar\psi+\chi$, where $\chi$ averages to zero at each radius. The cross terms vanish because $\bar\psi$ is constant on the sphere:

$$\overline{|\psi|^2}=|\bar\psi|^2+\overline{|\chi|^2}.$$

If the gradient is bounded by $L$, then $|\psi-\psi_0|\le Lr$ and $|\bar\psi-\psi_0|\le Lr$. Hence $|\chi|\le2Lr$ and $\overline{|\chi|^2}\le4L^2r^2$. The anisotropy enters at second order and cannot change the slope at the origin. From $\bar\psi=\psi_0(1-Zr)+O(r^2)$,

$$\overline{|\psi|^2}=|\psi_0|^2(1-2Zr)+O(r^2).$$

The factor 2 comes from squaring the amplitude.

In the mixed state, $\chi=\mathcal N(Zr/2)\cos\theta\,e^{-Zr/2}$. Since $\cos^2\theta$ averages to $1/3$,

$$\overline{|\chi|^2}=\mathcal N^2\frac{Z^2r^2}{12}e^{-Zr}.$$

Doubling a small radius $r$ multiplies this by $4e^{-Zr}$, slightly less than 4. For $Z=4$, doubling $r=0.0005$ bohr gives a computed ratio of $3.992$, in agreement with $4e^{-0.002}$.

If $\psi_0=0$, as in a pure $2p$ state, the condition reads $0=0$. It is true but carries no information about $Z$.

## Many interacting electrons

Now let $\psi(\mathbf r_1,\dots,\mathbf r_N)$ be a normalized bound eigenfunction of the nonrelativistic Coulomb Hamiltonian with fixed point nuclei. Spin labels are suppressed. The origin is at a nucleus of charge $Z$; other nuclei may be present. Separate the terms that are singular when electron 1 reaches the origin:

$$H=-\tfrac12\nabla_1^2-\frac Z{r_1}+K+W .$$

Here $K=-\tfrac12\sum_{j\ge2}\nabla_j^2$, and $W$ contains every other potential term, including the electron repulsion.

Fix electrons $2,\dots,N$ at positions $X$, apart from one another and from all nuclei. In a small enough ball around the origin, electron 1 meets no other particle, so $W$ is bounded. I also use the regularity property that $\psi$ stays smooth in the positions $X$ as $r_1\to0$, with bounded derivatives. Then $K\psi$ is bounded too. Averaging over the directions of $\mathbf r_1$ gives the earlier radial equation with a new remainder,

$$(r^2\bar\psi')'=-2Zr\bar\psi+r^2g,\qquad g=2\,\overline{(K+W-E)\psi}.$$

For $N=1$ and no other nuclei, $K=W=0$ and the one-electron $g$ returns. The integration used only that $g$ is bounded, so

$$\bar\psi'(0^+;X)=-Z\,\psi(0,X).$$

Repulsion changes $\psi(0,X)$, but not the ratio of averaged slope to value. Near the nucleus the attraction grows without limit, while the repulsion from electrons held elsewhere stays finite.

The averaged density is

$$\bar n(r)=N\int\overline{|\psi|^2}(r;X)\,dX ,$$

with a sum over spins understood. To differentiate at $r=0$, the limit must be moved inside the integral. Let $M(X)$ and $L(X)$ bound $|\psi|$ and its gradient for electron 1 in a fixed ball around the nucleus. Then

$$\left|\frac{|\psi(\mathbf r_1,X)|^2-|\psi(0,X)|^2}{r_1}\right|\le\frac{2M(X)\,L(X)\,r_1}{r_1}=2M(X)L(X).$$

I assume the usual decay of a bound state, which makes this bound integrable over $X$. Dominated convergence then permits the exchange. Configurations in which some of the other electrons coincide, or sit on a nucleus, have zero volume in $X$ and do not contribute. Therefore

$$\left.\frac{d\bar n}{dr}\right|_{0^+}=N\int(-2Z)|\psi(0,X)|^2dX=-2Z\,n(0).$$

This is Kato's condition for the density. In a molecule it holds at each nucleus with that nucleus's own charge.

## A correlated pair at $Z=4$

For two electrons around one nucleus, $\psi$ is not known in closed form. I approximate it by symmetric polynomials in $r_1$, $r_2$ and $r_{12}$ up to a chosen total degree, multiplied by $e^{-\alpha(r_1+r_2)}$. The linear coefficients minimize the energy.

The exponent comes from the one-function case. One electron with density $(\alpha^3/\pi)e^{-2\alpha r}$ produces the repulsive potential

$$V(r)=\frac1r-\left(\alpha+\frac1r\right)e^{-2\alpha r}.$$

Indeed $(rV)''=-4\alpha^3re^{-2\alpha r}$, as Poisson's equation requires; $V$ is finite at the origin and tends to $1/r$ far away. The repulsion energy is

$$4\alpha^3\int_0^\infty r^2e^{-2\alpha r}V\,dr=4\alpha^3\left[\frac1{4\alpha^2}-\frac1{32\alpha^2}-\frac1{16\alpha^2}\right]=\frac{5\alpha}8 .$$

Adding two one-electron energies $\alpha^2/2-Z\alpha$ gives $E=\alpha^2-2Z\alpha+5\alpha/8$. Its minimum is at $\alpha=Z-5/16=3.6875$ bohr$^{-1}$. This is the screened charge that suits the energy. It is not the charge that the cusp demands, so the correct slope is not built in.

The ratio $q=-\bar n'(0)/[2n(0)]$ should approach $4$ bohr$^{-1}$:

| Degree | $E$ (hartree) | $n(0)$ (bohr$^{-3}$) | $q$ (bohr$^{-1}$) |
|---:|---:|---:|---:|
| 0 | −13.59766 | 31.921 | 3.6875 |
| 2 | −13.65478 | 34.181 | 3.9715 |
| 4 | −13.65552 | 34.372 | 3.9953 |
| 6 | −13.65556 | 34.389 | 3.9978 |

For the last row the slope is $-274.958$ bohr$^{-4}$, so

$$q=\frac{274.958}{2\times34.3888}=3.9978 .$$

Relative to 4, the error falls from 7.8% at degree 0 to 0.06% at degree 6. The tests require the final error to be below 1% and below a tenth of the initial one. At degree 0 the same quadrature and finite difference return the exact value $q=\alpha$ to all printed digits, which points to the finite basis as the source of the remaining error. From degree 4 to 6 it only about halves, a slower gain than in the step before; the cause was not investigated. The last digits of the degree-6 row are not converged: at degree 14 with the same exponent, $E=-13.65557$ hartree, $n(0)=34.396$ bohr$^{-3}$ and $q=3.9996$ bohr$^{-1}$.

Fixing electron 2 at $0.3$ bohr shows how repulsion shapes the approach to the nucleus. In the degree-6 function, $\psi'/\psi$ for electron 1 is $-4.2245$ bohr$^{-1}$ toward electron 2 and $-3.7766$ away from it. The directional average is $-4.0006$, close to $-Z$. This position is a favourable one: the same function gives $-3.967$ with electron 2 at $0.05$ bohr and $-4.015$ at $2$ bohr.

The difference follows from the geometry. If $\theta$ is the angle between $\mathbf r_1$ and $\mathbf r_2$, then

$$r_{12}=\sqrt{r_1^2+r_2^2-2r_1r_2\cos\theta}=r_2-r_1\cos\theta+O(r_1^2).$$

The slope along a ray is thus $\partial\psi/\partial r_1-\cos\theta\,\partial\psi/\partial r_{12}$. Half the difference between the two directions gives

$$\frac1\psi\frac{\partial\psi}{\partial r_{12}}=\frac{4.2245-3.7766}{2}=0.224\ \text{bohr}^{-1}.$$

The size is not converged (degree 14 gives $0.212$ bohr$^{-1}$), but the sign is stable. It is positive: the amplitude grows as the electrons separate. This is the free $l=1$ term again, now produced by repulsion, and it averages to zero.

The cusp gives a slope at a point, not a density profile. At $r=0.01$ bohr the linear estimate is $34.3888\,(1-0.08)=31.638$ bohr$^{-3}$, while the computed degree-6 density is $31.749$ (it rises to $31.754$ at degree 14). The estimate is low by 0.35% of the computed value. Of the difference of $0.111$ bohr$^{-3}$, the part $(8\times34.3888-274.958)\times0.01=0.0015$ comes from the slightly inexact slope of the approximate function. The rest comes from terms of second and higher order in $r$. Keeping one more order in the integrated radial equation gives $\bar\psi=\psi_0(1-Zr+Z^2r^2/3)+g(0)\,r^2/6+\dots$. Squaring, the $r^2$ term of the density contains the part $(Z^2+\tfrac23Z^2)\,n(0)\,r^2=\tfrac53Z^2n(0)r^2$, which is $0.092$ bohr$^{-3}$ here. What is left, about $0.02$ bohr$^{-3}$, comes from $g$, $\chi$ and higher orders, and is not fixed by the cusp condition.

## What the condition asks of an approximation

For a nucleus of finite size, the potential is bounded at the origin. The term $-2Zr\bar\psi$ then joins the bounded remainder, leaving $(r^2\bar\psi')'=r^2g$. The same integration gives $\bar\psi'=O(r)$, and the slope at the center is zero. The cusp thus belongs to the point-nucleus model. The derivation also used the nonrelativistic kinetic energy and does not carry over to the Dirac equation.

A finite sum of Gaussian orbitals fails for a different reason. It is smooth in Cartesian coordinates, so its density has a linear term of the form $\mathbf c\cdot\mathbf r$, whose average is zero. With $n(0)>0$ it cannot satisfy the condition at $r=0$, however good its energy.

Density functionals can be examined in the same way. In Thomas–Fermi theory the density obeys

$$\tfrac12(3\pi^2n)^{2/3}-\frac Zr+v_H=\mu ,$$

where $v_H$ is the electrons' electrostatic potential and $\mu$ a constant. Near the nucleus the first term must cancel the pole alone, so $n\approx(2Z/r)^{3/2}/(3\pi^2)$. This density is still integrable and leaves $v_H$ finite at the origin, so the balance is consistent. But $n(0)$ is infinite, and the cusp condition is violated.

The von Weizsäcker functional $T_W=\tfrac12\int|\nabla\sqrt n|^2d^3r$ behaves differently. Its functional derivative is $-\nabla^2\sqrt n/(2\sqrt n)$. For a spherical density with the correct cusp, $(\sqrt n)'/\sqrt n=n'/(2n)=-Z$ at the nucleus. The term $(2/r)(\sqrt n)'$ of the Laplacian then contributes

$$-\frac12\cdot\frac2r\cdot(-Z)=+\frac Zr ,$$

which cancels the nuclear attraction. It is the cancellation of the first exponential, now expressed through the density. It needs the full weight of $T_W$: with a scaled term $\lambda T_W$ the pole cancels only if $n'/n=-2Z/\lambda$ at the nucleus, so for $\lambda\ne1$ the density is finite there but its cusp is wrong.

## Calculated quantities

```
nuclear charge Z = 4.0
local energy, zeta=3.5, r=0.1 bohr: -11.1250 hartree
local energy, zeta=3.5, r=0.01 bohr: -56.1250 hartree
local energy, zeta=3.5, r=0.001 bohr: -506.1250 hartree
local energy, zeta=4.0, r=0.1 bohr: -8.0000 hartree
local energy, zeta=4.0, r=0.01 bohr: -8.0000 hartree
local energy, zeta=4.0, r=0.001 bohr: -8.0000 hartree
r^2 Laplacian(r Y_l)/(r Y_l), l=0: 2.000
r^2 Laplacian(r Y_l)/(r Y_l), l=1: 0.000
r^2 Laplacian(r Y_l)/(r Y_l), l=2: -4.000
hybrid state energy: -2.0000 hartree
hybrid density at nucleus: 1.273240 bohr^-3
hybrid n'/n at nucleus, +z: -4.0000 bohr^-1
hybrid n'/n at nucleus, -z: -12.0000 bohr^-1
hybrid n'/n at nucleus, across: -8.0000 bohr^-1
hybrid n'/n at nucleus, averaged: -8.0000 bohr^-1
r^2 psibar' at r=0.3 bohr: -0.1560554 bohr^-1/2
integral of its source terms: -0.1560554 bohr^-1/2
avg|chi|^2 ratio when r is doubled: 3.9920
two-electron basis exponent alpha: 3.6875 bohr^-1
degree 0, 1 functions: E = -13.597656 hartree
  n(0) = 31.9210 bohr^-3, n'(0) = -235.417 bohr^-4
  -n'(0)/(2 n(0)) = 3.68750 bohr^-1
degree 2, 7 functions: E = -13.654778 hartree
  n(0) = 34.1814 bohr^-3, n'(0) = -271.500 bohr^-4
  -n'(0)/(2 n(0)) = 3.97146 bohr^-1
degree 4, 22 functions: E = -13.655517 hartree
  n(0) = 34.3719 bohr^-3, n'(0) = -274.655 bohr^-4
  -n'(0)/(2 n(0)) = 3.99534 bohr^-1
degree 6, 50 functions: E = -13.655560 hartree
  n(0) = 34.3888 bohr^-3, n'(0) = -274.958 bohr^-4
  -n'(0)/(2 n(0)) = 3.99779 bohr^-1
integrated two-electron density: 2.000000
electron 2 fixed at 0.3 bohr; psi'/psi of electron 1:
  toward electron 2: -4.2245 bohr^-1
  away from electron 2: -3.7766 bohr^-1
  averaged over directions: -4.0006 bohr^-1
density at r=0.01 bohr: 31.7490 bohr^-3
linear cusp estimate there: 31.6377 bohr^-3
```
